\section*{Nearly Frequency-Independent Dielectric Loss from a Uniform Distribution of Barriers}

\section{One barrier, and what spreading it does}

Consider a dielectric in which every mobile dipole crosses the same barrier and so has the same relaxation time $\tau$. Let $F$ be the electric field, $P$ the slow part of the polarization and $\Delta\varepsilon=\varepsilon_s-\varepsilon_\infty$ the relaxation strength, the difference between the static and the fast relative permittivity. The polarization approaches its equilibrium value $\varepsilon_0\Delta\varepsilon F$ at the rate $1/\tau$:
\begin{equation}
\tau\frac{dP}{dt}=\varepsilon_0\Delta\varepsilon\,F-P .
\end{equation}
For $F\propto e^{i\omega t}$ the derivative becomes $i\omega P$, hence $P=\varepsilon_0\Delta\varepsilon F/(1+i\omega\tau)$. With the convention $\varepsilon=\varepsilon'-i\varepsilon''$, multiplying numerator and denominator by $1-i\omega\tau$ gives
\begin{equation}
\varepsilon''=\Delta\varepsilon\,\frac{\omega\tau}{1+\omega^2\tau^2}.
\label{debye}
\end{equation}
Here ``loss'' means $\varepsilon''$; the loss tangent is $\varepsilon''/\varepsilon'$. In a field $F_0\cos\omega t$, the part of $P$ that lags by a quarter period is $\varepsilon_0\varepsilon''F_0\sin\omega t$. It alone contributes to the work per cycle and volume, $\oint F\,dP=\varepsilon_0\varepsilon''F_0^2\,\omega\int_0^{2\pi/\omega}\cos^2\omega t\,dt=\pi\varepsilon_0\varepsilon''F_0^2$.

Equation (\ref{debye}) is a peak of height $\Delta\varepsilon/2$ at $\omega\tau=1$. On a logarithmic frequency axis its area does not depend on $\tau$:
\begin{equation}
\int_{-\infty}^{\infty}\varepsilon''\,d\ln\omega
=\Delta\varepsilon\int_0^\infty\frac{dx}{1+x^2}=\frac{\pi}{2}\Delta\varepsilon,
\qquad x=\omega\tau .
\label{area}
\end{equation}
Now let the barriers differ. Since $\ln\tau$ is linear in $E/k_BT$, barriers spread evenly over a width $W$ place the peaks evenly over a length $W/k_BT$ in $\ln\omega$. The total area stays the same. If the length is much greater than the width of one peak, the height must be close to area divided by length, $(\pi/2)\Delta\varepsilon\,k_BT/W$. The full calculation confirms this and supplies the errors.

\section{The uniform distribution}

Assume independent relaxers with
\begin{equation}
\tau(E)=\tau_0e^{E/k_BT},\qquad E_1\le E\le E_2=E_1+W,
\end{equation}
a common $\tau_0$, and equal relaxation strength in equal intervals of $E$. The strength belonging to $dE$ is then $\Delta\varepsilon\,dE/W$, and
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\frac{\Delta\varepsilon}{W}\int_{E_1}^{E_2}\frac{dE}{1+i\omega\tau(E)} .
\end{equation}
Put $u=\omega\tau(E)$. Then $du/u=dE/k_BT$, so $dE=k_BT\,du/u$. With $\tau_1=\tau(E_1)$ and $\tau_2=\tau(E_2)$ the factor $u$ in the loss cancels:
\begin{align}
\varepsilon''(\omega)
&=\Delta\varepsilon\frac{k_BT}{W}\int_{\omega\tau_1}^{\omega\tau_2}\frac{u}{1+u^2}\,\frac{du}{u}\notag\\
&=\Delta\varepsilon\frac{k_BT}{W}\left[\arctan(\omega\tau_2)-\arctan(\omega\tau_1)\right].
\label{loss}
\end{align}
This holds at all frequencies within the model. Far above the window both arctangents approach $\pi/2$ and their difference loses digits. The tangent subtraction formula gives the equivalent single term
$\arctan[\omega(\tau_2-\tau_1)/(1+\omega^2\tau_1\tau_2)]$, which is better for computation.

\section{The plateau, its edges and its error}

For positive $x$, $\arctan x=\pi/2-\arctan(1/x)$. Applied to the first term of (\ref{loss}), this gives
\begin{equation}
\varepsilon''=\Delta\varepsilon\frac{k_BT}{W}\left[\frac{\pi}{2}-\arctan\frac{1}{\omega\tau_2}-\arctan(\omega\tau_1)\right].
\label{edges}
\end{equation}
Both subtracted terms are small when $1/\tau_2\ll\omega\ll1/\tau_1$, and the loss becomes
\begin{equation}
\varepsilon''_{\rm pl}=\frac{\pi}{2}\,\Delta\varepsilon\,\frac{k_BT}{W}.
\label{plateau}
\end{equation}
Because $0\le\arctan x\le x$ for $x\ge0$, the error is bounded at every frequency:
\begin{equation}
0\le\varepsilon''_{\rm pl}-\varepsilon''\le\Delta\varepsilon\frac{k_BT}{W}\left(\omega\tau_1+\frac{1}{\omega\tau_2}\right).
\end{equation}

At $\omega=1/\tau_1$ the bracket in (\ref{edges}) is $\pi/4$, apart from a term of order $\tau_1/\tau_2$; the same is true at $\omega=1/\tau_2$. These are the half-height edges. Since $\tau_2/\tau_1=e^{W/k_BT}$, they lie $W/(k_BT\ln10)$ decades apart.

The usable band is narrower. Near one edge of a wide window the other edge can be ignored, and a deficit of a fraction $\eta$ of the plateau requires $\arctan(\omega\tau_1)=\eta\pi/2$ at the upper edge, or $\arctan[1/(\omega\tau_2)]=\eta\pi/2$ at the lower. For $\eta=0.05$, $1/\tan(\eta\pi/2)=12.7$, so one must stay 1.1 decades inside each half-height edge.

The distribution must also be wide enough to have a plateau. Setting the frequency derivative of (\ref{loss}) to zero gives
\begin{equation}
\tau_2(1+\omega^2\tau_1^2)=\tau_1(1+\omega^2\tau_2^2)
\;\Rightarrow\;
(\tau_2-\tau_1)(1-\omega^2\tau_1\tau_2)=0 ,
\end{equation}
so the maximum is at $\omega=(\tau_1\tau_2)^{-1/2}$. There $\omega\tau_2=1/(\omega\tau_1)=e^{W/2k_BT}$, and (\ref{edges}) becomes
\begin{equation}
\varepsilon''_{\max}=\Delta\varepsilon\frac{k_BT}{W}\left[\frac{\pi}{2}-2\arctan e^{-W/2k_BT}\right].
\end{equation}
For small $s=W/2k_BT$, $\arctan e^{-s}\approx\pi/4-s/2$. The bracket is then $s$, and the single-barrier height $\Delta\varepsilon/2$ returns. The ratio $\varepsilon''_{\max}/\varepsilon''_{\rm pl}$ is 0.896 at $W=5k_BT$, 0.991 at $10k_BT$ and 0.9999 at $20k_BT$. At $10k_BT$ the peak value is good to 1\%, but the window spans only 4.3 decades between half-heights.

\section{Two signatures: falling permittivity and $1/t$ current}

A flat loss does not mean a constant $\varepsilon'$. The real part needs
\begin{equation}
\int\frac{du}{u(1+u^2)}=\int\left(\frac1u-\frac{u}{1+u^2}\right)du=\ln u-\tfrac12\ln(1+u^2).
\end{equation}
Between the limits, $\ln u$ contributes $\ln(\tau_2/\tau_1)=W/k_BT$, hence
\begin{equation}
\varepsilon'=\varepsilon_\infty+\Delta\varepsilon\left[1-\frac{k_BT}{2W}\ln\frac{1+\omega^2\tau_2^2}{1+\omega^2\tau_1^2}\right].
\label{storage}
\end{equation}
Inside the window the logarithm is close to $2\ln(\omega\tau_2)$. The slope is therefore $d\varepsilon'/d\ln\omega=-\Delta\varepsilon\,k_BT/W$, and
\begin{equation}
\varepsilon''=-\frac{\pi}{2}\frac{d\varepsilon'}{d\ln\omega}.
\label{slope}
\end{equation}
This relation contains neither $\Delta\varepsilon$ nor $W$, so it can be applied to measured data before either is known, once any conduction loss has been subtracted. It also holds approximately when the barrier density varies slowly over a few $k_BT$, so agreement does not prove that the density is flat.

In the time domain, let a field $F$ be switched on at $t=0$. One relaxer gives $P=\varepsilon_0\Delta\varepsilon F(1-e^{-t/\tau})$ and a current density $\varepsilon_0\Delta\varepsilon F e^{-t/\tau}/\tau$. Averaging with $dE=k_BT\,d\tau/\tau$, and using $d(e^{-t/\tau})/d\tau=t\,e^{-t/\tau}/\tau^2$, one finds
\begin{equation}
j(t)=\varepsilon_0\Delta\varepsilon F\frac{k_BT}{W}\int_{\tau_1}^{\tau_2}\frac{e^{-t/\tau}}{\tau^2}d\tau
=\varepsilon_0\Delta\varepsilon F\frac{k_BT}{W}\,\frac{e^{-t/\tau_2}-e^{-t/\tau_1}}{t}.
\label{current}
\end{equation}
For $\tau_1\ll t\ll\tau_2$ this absorption current falls as $1/t$. The fast charging current due to $\varepsilon_\infty$ is not included.

\section{Temperature dependence}

The factor $k_BT$ in (\ref{plateau}) makes the plateau proportional to $T$ only if $\Delta\varepsilon$ is constant. Consider a dipole that switches between moments $+p$ and $-p$ along the field, with an energy difference $a$ between its two wells. Boltzmann weights give the mean moment $p\tanh[(a+2pF)/2k_BT]$, whose derivative at $F=0$ is
\begin{equation}
\alpha(a)=\frac{p^2}{k_BT}\,\mathrm{sech}^2\frac{a}{2k_BT}.
\end{equation}
For symmetric wells, $a=0$, the strength varies as $1/T$ and the plateau does not depend on temperature. If instead $a$ is uniform over $[-A,A]$ with $A\gg k_BT$, then
\begin{equation}
\langle\alpha\rangle=\frac{1}{2A}\frac{p^2}{k_BT}\,4k_BT\tanh\frac{A}{2k_BT}\approx\frac{2p^2}{A}.
\end{equation}
The strength is now constant and the plateau grows as $T$. These statements neglect coupling between dipoles.

The asymmetry also changes the relaxation time. With $E$ measured from the mean of the two well energies, adding the forward and backward rates gives $1/\tau=\tau_0^{-1}e^{-E/k_BT}\cosh(a/2k_BT)$. For given $a$ this only multiplies all times by a common factor. It moves the window and leaves the height unchanged.

\section{When the barrier density is not flat}

Replace $1/W$ by a smooth normalized density $g(E)$, and define the barrier probed at frequency $\omega$ by $\omega\tau(E_\omega)=1$, that is
\begin{equation}
E_\omega=k_BT\ln\frac{1}{\omega\tau_0}.
\end{equation}
With $z=(E-E_\omega)/k_BT$ we have $\omega\tau=e^z$, and the Debye factor $e^z/(1+e^{2z})$ is $\tfrac12\,\mathrm{sech}\,z$. Expand $g$ about $E_\omega$. The linear term vanishes because $\mathrm{sech}\,z$ is even. Using $\int\mathrm{sech}\,z\,dz=\pi$ and $\int z^2\,\mathrm{sech}\,z\,dz=\pi^3/4$ over the whole axis,
\begin{equation}
\varepsilon''(\omega)=\frac{\pi}{2}\Delta\varepsilon\,k_BT\left[g(E_\omega)+\frac{\pi^2}{8}(k_BT)^2g''(E_\omega)+\dots\right].
\label{local}
\end{equation}
The loss thus reads the barrier density near one energy. More exactly, it reads an average over a few $k_BT$. A flat loss requires this average to be flat over the energies probed; regular variations on a scale much finer than $k_BT$ average out, but a single narrow peak in the density still adds a Debye peak to the loss. A broad density alone is not sufficient.

\section{Worked example: a low-$k$ film}

Take $\varepsilon_\infty=2.7$, $\Delta\varepsilon=0.3$, $\tau_0=10^{-13}$~s and barriers from 0.10 to 0.90~eV, so $W=0.80$~eV. At 300~K, $k_BT=0.02585$~eV and
\begin{equation}
\varepsilon''_{\rm pl}=1.571\times0.3\times\frac{0.02585}{0.80}=0.0152 .
\end{equation}
The limiting times are $\tau_1=4.8\times10^{-12}$~s and $\tau_2=132$~s. The half-height edges $1/(2\pi\tau)$ are therefore 1.2~mHz and 33~GHz, 13.4 decades apart. The deficit stays below 5\% of the plateau from 15.4~mHz to 2.6~GHz.

At 1~kHz, 1~MHz and 1~GHz the loss is 0.0152, 0.0152 and 0.0149. The last value is 2\% below the plateau because the upper edge is near. Over the same range $\varepsilon'$ falls from 2.868 to 2.734, or 0.0223 per decade. Equation (\ref{slope}) recovers the loss from this slope: $(\pi/2)\times0.0223/2.303=0.0152$. The loss tangent at 1~MHz is $0.01523/2.801=0.0054$.

At 378~K with $\Delta\varepsilon$ held at 0.3, the plateau rises to $0.0152\times378/300=0.0192$. With $\Delta\varepsilon\propto1/T$ it remains 0.0152. The lower half-height edge moves from 1.2~mHz to 1.6~Hz, so a low-frequency measurement can leave the window of the dipolar loss on heating. In the total loss this edge may be hidden by conduction, as estimated below.

For 1~V across 50~nm the field is 0.20~MV/cm. At 1~ms the absorption current is $1.7\times10^{-7}$~A/cm$^2$, while a rough leakage conductivity of $10^{-15}$~S/cm gives $2\times10^{-10}$~A/cm$^2$. The two are equal at 0.85~s. For these parameters, a current read much earlier, but after the fast charging has ended, measures mainly dielectric absorption, not leakage.

\section{Comparison with a real film, and neglected effects}

The permittivities are typical of dense organosilicate low-$k$ films. The relaxation strength and the flat barrier interval are assumptions, not measured properties. To see what the strength implies, suppose it comes from symmetric two-position dipoles of about 1.7~D, a rough value for a silanol-like group, with random axes. Including the Lorentz local field, the required density is $4\times10^{20}$~cm$^{-3}$. Such a film contains roughly $10^{22}$ silicon atoms per cm$^3$, so this means a few polar groups per hundred silicon atoms. Whether a given film contains that many must be measured. Of the assumptions examined here, the flat density has the largest effect on the loss at the three frequencies used above. A Gaussian density centred at 0.50~eV, with standard deviation $W/\sqrt{12}=0.231$~eV before it is cut off at 0 and 1.0~eV, and the same total $\Delta\varepsilon$, gives losses of 0.0209, 0.0183 and 0.00895 at 1~kHz, 1~MHz and 1~GHz. Relative to the uniform model at the same frequencies, these are changes of roughly $+40\%$, $+20\%$ and $-40\%$. Equation (\ref{local}) explains the trend: 1~kHz probes 0.55~eV, near the centre, and 1~GHz probes 0.19~eV, on the lower flank.

The other effects considered are smaller at these three frequencies, but conduction dominates at the low-frequency end of the window.

\textbf{Local field.} In the Lorentz description the relaxing quantity is $y=(\varepsilon-1)/(\varepsilon+2)$. Inverting gives $\varepsilon=(1+2y)/(1-y)$ and $d\varepsilon/dy=3/(1-y)^2=(\varepsilon+2)^2/3$. A flat loss in $y$ thus becomes a loss in $\varepsilon$ that follows $(\varepsilon'+2)^2$ and falls slowly with frequency. With $\varepsilon_s$ and $\varepsilon_\infty$ held fixed, the three losses become 0.0153, 0.0149 and 0.0142, at most 5\% from the uncoupled values.

\textbf{Conduction.} A conductivity $\sigma$ adds $\sigma/(\varepsilon_0\omega)$ to the loss. At 1~kHz this is $1.8\times10^{-6}$ at 300~K. With an assumed activation energy of 0.8~eV it reaches $1.1\times10^{-3}$ at 378~K, or 6\% of the constant-strength plateau. Because it grows as $1/\omega$ towards lower frequency, it reaches the plateau value at about 0.12~Hz at 300~K and about 56~Hz at 378~K. Below these frequencies conduction exceeds the dipolar loss and must be subtracted from the measured $\varepsilon''$. These crossings assume ohmic conduction, with the same $\sigma$ at small signal as at 0.20~MV/cm. If the leakage is field-assisted this fails: Poole--Frenkel lowering at that field is about 0.2~eV, some $8k_BT$ at 300~K, so the small-signal $\sigma$ and the crossing frequencies can be orders of magnitude lower than a value taken from leakage implies. A constant $\sigma$ does not change $\varepsilon'$, provided the electrodes do not block the carriers, so well inside the window the dipolar loss can also be estimated from the slope of $\varepsilon'$ with (\ref{slope}). Near an edge the slope overestimates the loss: at 378~K by 2\% at 56~Hz, 5\% at 20~Hz and 13\% at 3 to 5~Hz.

\textbf{Field strength.} For an aligned symmetric dipole, $x=pF_{\rm loc}/k_BT=0.046$. Saturation lowers its static response by the fraction $1-\tanh(x)/x=0.07\%$. The field is about 25 times below a rough breakdown field of 5~MV/cm.

\textbf{Barrier crossing.} Let the barrier top be parabolic with frequency $\omega_b=2\pi/\tau_0$. Averaging its quantum transmission over a Boltzmann distribution multiplies the classical rate by $(v/2)/\sin(v/2)$, with $v=\hbar\omega_b/k_BT$, provided $T$ exceeds $\hbar\omega_b/2\pi k_B=76$~K. At 300~K the factor is 1.115. If $\omega_b$ is the same for all barriers, the factor only shifts the window and changes the loss by 2 parts in $10^6$ at 1~MHz and by 0.2\% at 1~GHz. That smallness rests on the common $\omega_b$. With $\omega_b\propto\sqrt{E}$, equal to $2\pi/\tau_0$ at 0.5~eV, the factor runs from 1.02 to 1.22 and the loss rises by about 0.6\%; letting $\tau_0$ itself vary as $1/\sqrt{E}$ raises it by 2 to 6\%. Quantization of the motion in the well is not included; for a well of the same frequency it adds a further factor $\sinh(v/2)/(v/2)=1.11$ to the rate. Deep tunnelling through thin barriers is not covered by this estimate. The Arrhenius law itself is least secure at the lower end of the distribution, where 0.10~eV is only $3.9k_BT$ at 300~K; this affects the gigahertz edge first.

The numerical output below lists most of the values used here.

\section*{Computed results}
\begin{verbatim}
eps_inf = 2.7, strength = 0.3, tau0 = 1e-13 s
barriers 0.10 to 0.90 eV, W = 0.80 eV
kT at 300 K = 0.02585 eV, W/kT = 30.95
tau1 = 4.785e-12 s, tau2 = 1.316e+02 s
half-height edges: 1.209e-03 Hz, 3.326e+10 Hz
window width = 13.44 decades
deficit < 5% from 1.536e-02 Hz to 2.617e+09 Hz
plateau loss at 300 K = 0.01523
1 kHz: loss 0.01523, eps' 2.8679, tan delta 0.00531
1 MHz: loss 0.01523, eps' 2.8009, tan delta 0.00544
1 GHz: loss 0.01494, eps' 2.7340, tan delta 0.00546
fall of eps' per decade = 0.02232
area under loss vs ln(frequency) = 0.47124
peak/plateau formula at W = 5 kT: 0.89572
peak/plateau formula at W = 10 kT: 0.99142
peak/plateau formula at W = 20 kT: 0.99994
plateau at 378 K, constant strength = 0.01919
plateau at 378 K, strength as 1/T = 0.01523
1 kHz, 378 K, constant strength: loss 0.01917
1 MHz, 378 K, constant strength: loss 0.01919
1 GHz, 378 K, constant strength: loss 0.01902
hot half-height edges: 1.593e+00 Hz, 7.388e+10 Hz
voltage 1.0 V, thickness 50 nm, field 0.20 MV/cm
absorption current at 1 ms = 1.717e-07 A/cm2
leakage current (rough) = 2.000e-10 A/cm2
absorption equals leakage at t = 0.853 s
Gaussian barriers: mean 0.50 eV, parent sd 0.231 eV, cut at 0 and 1.0 eV
1 kHz, Gaussian barriers: loss 0.02094
1 MHz, Gaussian barriers: loss 0.01830
1 GHz, Gaussian barriers: loss 0.00895
1 kHz, with local field: loss 0.01533
1 MHz, with local field: loss 0.01491
1 GHz, with local field: loss 0.01423
leakage conductivity (rough) = 1.0e-15 S/cm, activation 0.8 eV
conduction loss at 1 kHz, 300 K = 1.80e-06
conduction loss at 1 kHz, 378 K = 1.07e-03
dipole moment (rough) = 1.7 D
dipole energy in local field / kT = 0.0456
saturation lowers the response by 0.069 %
dipole density needed = 3.93e+20 cm^-3
breakdown field (rough) 5 MV/cm, margin factor 25
tunnelling crossover temperature = 76.4 K
tunnelling rate factor at 300 K = 1.115
its relative effect on 1 MHz loss = 2.0e-06
\end{verbatim}
